# Low-Temperature and Low-Bias Conductance of the Symmetric Anderson Model, part 2

We seek the leading temperature and bias corrections to the conductance of an Anderson impurity with repulsion $U$, symmetric level $\epsilon_d=-U/2$ and half-width $\Delta$, coupled equally to leads $L,R$. Here $\hbar=k_B=e=1$ and $\mu_{L,R}=\pm V/2$. The first derivation (the "first half"), using Keldysh self-energies, gave

$$\frac{dI}{dV}=\frac{2e^2}{h}\left[1-\frac{1+2r^2}{3}\left(\frac{\pi k_BT}{\tilde\Delta}\right)^2-\frac{1+5r^2}{4}\left(\frac{eV}{\tilde\Delta}\right)^2\right].$$

The corrections are written $c_T(k_BT)^2$ and $c_V(eV)^2$. With self-energy $\Sigma$, density $\rho=1/(\pi\Delta)$ and full opposite-spin vertex $\Gamma$, it found

$$\mathrm{Im}\,\Sigma^r=-\frac{\pi}{2}\Gamma^2\rho^3\left[\omega^2+\pi^2T^2+\frac34V^2\right].$$

The steady-state relation $I_L=-I_R$ between lead currents removed the dot's lesser function $G^<$, leaving

$$I=\frac{2e}{h}\int d\omega\,(f_L-f_R)\,\mathcal T(\omega),\qquad \mathcal T=-\Delta\,\mathrm{Im}\,G^r.$$

At low energy $\mathcal T\simeq1-\gamma/\Delta-\omega^2/\tilde\Delta^2$, with $\gamma=-\mathrm{Im}\,\Sigma^r$. For spin levels $\epsilon_\sigma$, the Ward identities and Friedel relation are

$$\frac1z\equiv1-\frac{\partial\Sigma_\uparrow}{\partial(i\omega)}=1+\frac{\partial\Sigma_\uparrow}{\partial\epsilon_\uparrow},\qquad \frac{\partial\Sigma_\uparrow}{\partial\epsilon_\downarrow}=-\rho\Gamma,$$

$$n_\sigma=\frac12-\frac1\pi\arctan\frac{\epsilon_\sigma+\Sigma_\sigma(0)}{\Delta}.$$

The occupation responses are

$$-\frac{\partial n_\uparrow}{\partial\epsilon_\uparrow}=\frac{\rho}{z},\qquad -\frac{\partial n_\uparrow}{\partial\epsilon_\downarrow}=-\rho^2\Gamma.$$

Minus the ratio of the second to the first is $r$.

The second derivation assumes quasiparticles with resonance half-width $\tilde\Delta=z\Delta$, density $\tilde\rho=1/(\pi\tilde\Delta)$ and interaction $\tilde U(\tilde n_\uparrow-\tfrac12)(\tilde n_\downarrow-\tfrac12)$, where $\tilde n_\sigma$ is the dot occupation. Here $\tilde U=z^2\Gamma$ and $r=\tilde U\tilde\rho=z\rho\Gamma$. With Fermi factors $f_i=f(\epsilon_i)$ and $b(E)=1/(e^{E/T}-1)$, the integrals at fixed $\epsilon_1+\epsilon_2=E$ are

$$\int d\epsilon_1f_1f_2=Eb(E),\qquad \int d\epsilon_1(1-f_1)(1-f_2)=E[1+b(E)].$$

The current window obeys

$$\int(f_L-f_R)\omega^2d\omega=\frac{V^3}{12}+\frac{\pi^2T^2V}{3}.$$

Without collisions, the current is

$$I_{\rm el}=\frac{2e}{h}\left[V-\frac{1}{\tilde\Delta^2}\left(\frac{V^3}{12}+\frac{\pi^2T^2V}{3}\right)\right].$$

In the computed values, $u=U/(\pi\Delta)$ and $W=\tilde\Delta$. The current removed by collisions is calculated next.

### Collision amplitude

Use scattering states labelled by their incoming lead. Normalize these states to a delta function in energy. Together the two leads give the dot density $\tilde\rho$, and equal coupling divides it equally. Each state therefore has probability density $\tilde\rho/2$ on the dot near the Fermi level.

A collision takes one spin-up and one spin-down particle from leads $\alpha,\beta$ into states $\gamma,\delta$. Its matrix element contains four dot amplitudes, each of magnitude $(\tilde\rho/2)^{1/2}$. Thus

$$|M|^2=\tilde U^2\left(\frac{\tilde\rho}{2}\right)^4=\frac{\tilde U^2\tilde\rho^4}{16}=\frac{r^2}{16\pi^2\tilde\Delta^2}.$$

The golden rule supplies a factor $2\pi$ and energy conservation. Equal spins do not collide at this order, because the local interaction couples opposite spins.

At complete transmission, a state labelled $L$ exits on the right and a state labelled $R$ exits on the left. If a collision changes a label from $L$ to $R$, the particle came from the left and leaves to the left. It has been backscattered. The small elastic reflection amplitude would alter this assignment only beyond quadratic order in the conductance.

Let $q$ be the net number of labels changed from $L$ to $R$ in one collision. The collision then changes the transported charge by $-q$ electrons. There are sixteen choices of initial and final leads. Four choices have $q=1$: two initial choices with one $L$ lead to a final pair $RR$, and an initial pair $LL$ leads to two final choices with one $L$. One choice, $LL\to RR$, has $q=2$. The reverse processes have the same multiplicities with negative $q$. The remaining six choices leave the current unchanged.

### Phase space for a collision

For energies measured from the chemical potential of each particle's lead label, the available bias energy is

$$x=\mu_\alpha+\mu_\beta-\mu_\gamma-\mu_\delta=qV.$$

The occupation factor for the process is

$$F(x)=\int d\epsilon_1d\epsilon_2d\epsilon_3d\epsilon_4\,f_1f_2(1-f_3)(1-f_4)\delta(\epsilon_1+\epsilon_2+x-\epsilon_3-\epsilon_4).$$

The integrals over the initial and final pairs give

$$F(x)=\int dE\,Eb(E)(E+x)[1+b(E+x)].$$

The reverse process has $-x$. After shifting its integration variable by $x$, the difference is

$$D(x)=F(x)-F(-x)=\int dE\,E(E+x)[b(E)-b(E+x)].$$

To evaluate it, write $\varphi(E)=Eb(E)$. Place a lower cutoff at $-\Lambda$, shift the second term by $x$, and set $\ell=\Lambda-x$. This gives

$$D=2x\int_{-\ell}^{\infty}\varphi(E)dE+\int_{-\Lambda}^{-\ell}(E+x)\varphi(E)dE.$$

For large $\ell$, $\varphi(E)=-E$ in the second interval up to an exponentially small error. The first integral follows from $\int_0^\infty E\,b(E)\,dE=\pi^2T^2/6$ and $b(-E)=-1-b(E)$:

$$\int_{-\ell}^{\infty}\varphi(E)dE=\frac{\ell^2}{2}+\frac{\pi^2T^2}{3}.$$

With $E=-u$, the second integral is

$$-\int_\ell^{\ell+x}(u^2-xu)du=-\ell^2x+\frac{x^3}{6}.$$

The terms containing $\ell$ cancel, leaving

$$D(x)=\frac{x^3+4\pi^2T^2x}{6}.$$

### Current removed by collisions

Adding the processes with one and two returned particles gives

$$\delta I=-e\,2\pi|M|^2\left[4D(V)+2D(2V)\right].$$

The factor 4 counts the lead choices with one returned particle. The factor 2 is the charge returned when both particles turn back. The bracket is

$$4\frac{V^3+4\pi^2T^2V}{6}+2\frac{8V^3+8\pi^2T^2V}{6}=\frac{10V^3+16\pi^2T^2V}{3}.$$

With $\hbar=1$, the unit $2e/h$ is $e/\pi$. Inserting $|M|^2$ gives

$$\delta I=-\frac{2e}{h}\frac{r^2}{\tilde\Delta^2}\left(\frac{5V^3}{12}+\frac{2\pi^2T^2V}{3}\right).$$

Add $I_{\rm el}$ and differentiate. The thermal coefficient is $1/3+2r^2/3$ and the bias coefficient is $1/4+5r^2/4$. Restoring units,

$$\frac{dI}{dV}=\frac{2e^2}{h}\left[1-\frac{1+2r^2}{3}\left(\frac{\pi k_BT}{\tilde\Delta}\right)^2-\frac{1+5r^2}{4}\left(\frac{eV}{\tilde\Delta}\right)^2\right].$$

This is the result of the first derivation. It also separates the causes of the bias correction. At $T=0$, the collision bracket contains $2V^3/3$ from single returns and $8V^3/3$ from pair returns. Pair returns therefore account for four fifths of the current removed by collisions. This fraction excludes elastic reflection.

### Why the Kondo limit has unit interaction strength

Raise the chemical potentials of both leads by a small amount $\mu$ while keeping the dot level fixed. A noninteracting quasiparticle at the new Fermi level would be displaced by $\mu$ from resonance. The added quasiparticles of the opposite spin have dot occupation $\tilde\rho\mu$. They raise the resonance by $\tilde U\tilde\rho\mu=r\mu$, which leaves a displacement $(1-r)\mu$. Here $\tilde\rho\mu$ is the occupation counted before the resonance moves. The feedback of the shift on the occupation is already contained in the full vertex $\tilde U$ and must not be added again. The occupation responses of the first half confirm this: their sum, which gives the actual change of $n_\sigma$ per unit $\mu$, is $\rho/z-\rho^2\Gamma=\tilde\rho(1-r)$.

In the Kondo limit the dot charge cannot respond. The Friedel relation from the first half then requires the phase at the Fermi level to remain at resonance, so $1-r=0$. The resonance follows the Fermi level. At this point

$$c_T=\frac{\pi^2}{\tilde\Delta^2},\qquad c_V=\frac{3}{2\tilde\Delta^2},\qquad \frac{c_V}{c_T}=\frac{3}{2\pi^2}\simeq0.152.$$

A six-site chain with one impurity at its end illustrates charge freezing. Its ordinary hopping is $t_c$ and its impurity hopping is $0.5t_c$. From the occupation responses, $r$ is zero at $U=0$, 0.986 at $U=4t_c$ and 0.9999 at $U=16t_c$. Meanwhile the response of the total impurity charge, which is twice the per-spin sum above, falls from 1.56 to 0.077 and then to 0.0018 in units of $1/t_c$. These values depend on the chain length: ten sites give 1.83, 0.064 and 0.0014, and $r=0.992$ at $U=4t_c$. This closed chain shows the trend in the ratio of responses; it does not give the resonance width of a dot coupled to continuous leads.

### A worked example

Take $\tilde\Delta=0.1$ meV, $T=50$ mK and $V=10$ microvolts as round model parameters. Then $k_BT=0.00431$ meV and $eV=0.01$ meV. In the Kondo limit the thermal loss, relative to $2e^2/h$, is

$$\left(\frac{\pi\times0.00431}{0.1}\right)^2=0.0183.$$

The bias loss is $1.5(0.01/0.1)^2=0.0150$. To quadratic order the conductance is therefore $0.967(2e^2/h)$, or 74.9 microsiemens. The neglected quartic terms are of the order of the square of the total loss, about $10^{-3}$, so the last digit is uncertain.

For a noninteracting resonance with the same half-width, temperature and bias, the losses are 0.0061 and 0.0025. Its conductance to quadratic order is $0.9914(2e^2/h)$; the exact thermal average of the Lorentzian gives $0.9916(2e^2/h)$. At fixed half-width, collisions thus multiply the thermal correction by 3 and the bias correction by 6.

The two Kondo corrections are equal when $eV=\pi\sqrt{2/3}\,k_BT\simeq2.57k_BT$. At 50 mK this is about 11 microvolts.

The width can also be expressed as a Kondo temperature. Define $T_K$ from the zero-temperature spin susceptibility by $\chi_s=(g\mu_B)^2/(4k_BT_K)$. A magnetic field shifts the two levels oppositely. The occupation responses of the first half then give $\chi_s=(g\mu_B)^2\tilde\rho(1+r)/2$. For $r=1$ it follows that $k_BT_K=\pi\tilde\Delta/4$, which is 0.91 K here. Another definition of $T_K$ changes the separate coefficients when they are written in units of $T_K$, but leaves their ratio unchanged.

### Relation to real quantum dots

In semiconductor quantum dots, Kondo temperatures from roughly a tenth of a kelvin to a few kelvin are accessible, so the chosen width and temperature are reasonable model values. The two lead couplings of a real dot can differ. Let the fractions of the total coupling be $a$ and $1-a$, and set $p=a(1-a)$. The overall conductance is then multiplied by $4p$.

In the strict Kondo limit, measure energies from the coupling-weighted mean chemical potential, which the resonance follows. The potentials are $(1-a)V$ and $-aV$, with weighted variance $pV^2$. In the self-energy of the first half, $3V^2/4$ becomes $3pV^2$. The mean of $\omega^2$ over the current window becomes $(1-3p)V^2/3+\pi^2T^2/3$. The bias loss in $I/V$ is thus

$$\frac{V^2}{\tilde\Delta^2}\left[\frac32\frac{1-3p}{3}+\frac12(3p)\right]=\frac{V^2}{2\tilde\Delta^2}.$$

Differentiating $I$ gives the same factor $3/2$ as before. Unequal coupling therefore changes the prefactor but does not move the ratio in this limit, provided the level remains particle-hole symmetric. Charge fluctuations do move it, but only slightly once a Kondo resonance has formed. In the exact solution of the symmetric model, $U=2\pi\Delta$ gives $r\simeq0.96$ and, for equal couplings, a ratio of 0.150, about 1 percent below the Kondo value. The value $r=0.5$, with ratio 0.114 or 25 percent below the Kondo value, needs $U\simeq0.55\pi\Delta$, where $z\simeq0.86$ and the resonance is only weakly interacting. For $r<1$ and unequal couplings the ratio also depends on how the bias divides between the two leads relative to the dot level. At $r=0.5$ and $a=0.8$ it is 0.114 for potentials $\pm V/2$, but 0.155 for potentials $(1-a)V$ and $-aV$.

### What each derivation assumes

Both derivations require a nonmagnetic Fermi-liquid ground state, wide bands, a particle-hole symmetric dot and small $T$ and $V$. Both stop at quadratic order. Neither gives the conductance when $k_BT$ or $|eV|$ becomes comparable with $\tilde\Delta$. A magnetic field that splits the resonance, or a level away from symmetry, requires additional terms.

The Keldysh derivation starts from the microscopic Hamiltonian. It assumes that the perturbation series can be arranged into finite vertices that are continuous at zero energy. In return, it identifies $\tilde\Delta$ and $r$ with derivatives of the self-energy and with occupation responses. The steady-state relation $I_L=-I_R$ removes $G^<$ from the current, and the Ward identities connect the mass renormalization to the response of the level.

The collision derivation assumes the quasiparticle Hamiltonian from the outset. It needs neither a diagrammatic expansion nor the bias-dependent self-energy. It does need nearly complete transmission, so that a change of lead label means a returned electron. By itself it does not determine $\tilde\Delta$ from the bare $U$ and $\Delta$.

The full scattering rate in the first method and the weights for one and two returned particles in the second describe the same collisions. At $T=0$, the term $3V^2/4$ in that rate supplies nine tenths of the current removed by collisions, and the $\omega^2$ term supplies the rest. The first method records their effect on the spectral function, and the second records their effect on transported charge. The numerical output below includes conductance coefficients obtained from currents with the full resonance spectrum. There the second-order self-energy is scaled by $r^2$ by assumption, so these numbers check the step from self-energy to conductance, not the vertex replacement or the value $r=1$ itself. For $r=1$ their ratio is 0.152, as in the formula.

## Computed values

```
SELF-ENERGY, units of Delta
omega^2 coefficient, second order: 1.0000
T^2 coefficient, second order: 9.8695; pi^2 = 9.8696
V^2 coefficient, second order: 0.7500
ladder at u = 1.0: static vertex/U = 0.5000
ladder omega^2, T^2, V^2 coefficients: 0.2500 2.4677 0.1875
CURRENT at u = 1, kT = 0.02 Delta, eV = 0.5 Delta
general lead formula: 0.4423402 (2e/h) Delta
reduced formula: 0.4423402 (2e/h) Delta
WARD IDENTITIES, order U^2, Delta = 1
levels: up 0.3, down -0.5
minus frequency slope / U^2: 0.039124
own-level response / U^2: 0.039124
other-level response / U^2: -0.006722
minus density times vertex / U^2: -0.006722
occupation change / U^2, propagator: 0.003378
occupation change / U^2, Friedel: 0.003378
symmetric point: (1/z - 1)/u^2 = 0.53260
BARE THEORY, coefficient of u^2 in the corrections
T^2: current 10.0834, formula 10.0841
V^2: current 1.5160, formula 1.5163
QUASIPARTICLE THEORY, corrections in units of W
r = 0.0: current c_T 3.2898, c_V 0.2500, ratio 0.07599
r = 0.0: formula c_T 3.2899, c_V 0.2500, ratio 0.07599
r = 0.5: current c_T 4.9346, c_V 0.5624, ratio 0.11397
r = 0.5: formula c_T 4.9348, c_V 0.5625, ratio 0.11399
r = 1.0: current c_T 9.8686, c_V 1.4995, ratio 0.15195
r = 1.0: formula c_T 9.8696, c_V 1.5000, ratio 0.15198
SIX-SITE CHAIN, hopping t = 1, impurity hopping 0.5 t
U = 0 t: r = 0.00000, charge response = 1.559549 / t
U = 4 t: r = 0.98573, charge response = 0.077070 / t
U = 16 t: r = 0.99992, charge response = 0.001795 / t
WORKED EXAMPLE
W = 0.100 meV, T = 50 mK, V = 10 microvolt
kT = 0.004309 meV, 2e^2/h = 77.4809 microsiemens
Kondo temperature pi W/(4k) = 0.9114 K
Kondo limit: T loss 0.01832, V loss 0.01500
Kondo limit: dI/dV = 0.96668 (2e^2/h) = 74.899 microsiemens
noninteracting: T loss 0.00611, V loss 0.00250
noninteracting: dI/dV = 0.99139 (2e^2/h) = 76.814 microsiemens
equal Kondo losses at eV/kT = 2.5651, V = 11.052 microvolt
```
